Zero-point noise cancels in heat exchange between two resistors

A thermal budget for a chip at 60 mK needs the heat that a cold resistor receives from a hotter one through superconducting lines. The calculation integrates a noise power over frequency, and a decision must be made first: does each frequency f contribute hf n, with n the Bose occupation, or hf(n + 1/2), as the symmetrized Johnson noise suggests? For the circuit treated below, the first choice, with the cold resistor's term subtracted from the hot one's, gives a load of 4.5 fW. The second, used for the hot resistor alone and cut off near 97 GHz, gives 1371 fW. One answer calls for a modest cooling pad, the other for a pad about 300 times larger to keep the same small temperature rise in the pad.

**The belief and its appeal**

The belief runs as follows. A resistor R at temperature T has a symmetrized voltage noise proportional to hf(n + 1/2). The half survives at zero temperature. A fluctuating voltage drives a current through whatever is connected, and a current through a second resistor dissipates power there. Therefore the zero-point part of the hot resistor's noise should heat the cold one.

Each statement about the noise and the current is sound. The error lies in calling one term of an exchange the heat. The cold resistor is a noise source too, and it also sends a zero-point term through the same circuit. To see whether the two terms balance, both must be calculated with the same conventions.

**Where the half comes from**

Let q = exp(−hf/kT). A thermal oscillator of frequency f has N quanta with probability (1 − q)q^N, so its mean occupation is

n = (1 − q) Σ N q^N = (1 − q) q/(1 − q)² = q/(1 − q) = 1/(exp(hf/kT) − 1).

Adding the ground-state half gives

n + 1/2 = (1 + q)/[2(1 − q)] = (1/2) coth(hf/2kT).

Now represent a resistor by a very long lossless transmission line. Energy sent into it does not return during the time of interest, so at its terminal the line behaves as a dissipative element. On a length ℓ, waves moving one way have wave numbers spaced by 2π/ℓ. With group velocity v, an interval df corresponds to dk = 2π df/v and therefore contains ℓ dk/2π = ℓ df/v modes. Each has symmetrized energy hf(n + 1/2). Dividing by ℓ gives the energy per length, and multiplying by v gives the power in the wave that arrives at the terminal:

dP_in = hf(n + 1/2) df.

The velocity has cancelled. To turn this into a voltage noise, write the line as a source V in series with its impedance Z. A load Z* draws the current V/(Z + Z*) = V/(2 Re Z), so it receives Re Z |V|²/(2 Re Z)² = |V|²/(4 Re Z). This is the largest power any passive load can take, and it equals the whole arriving power, since at best nothing is reflected. With the one-sided convention ⟨V²⟩ = ∫_0^∞ S df, it follows that

S = 4 Re Z hf(n + 1/2).

This is symmetrized Johnson noise. The half is a real part of this correlation function, and nothing below removes it from there.

**Both directions through the same loop**

Join impedances Z1 and Z2, at temperatures T1 > T2, in a loop with a lossless reactance X. The elements are linear, their noises are independent, and the temperatures are held fixed. With time dependence exp(+iωt), the total impedance is

Zt = Z1 + Z2 + iX.

Source 1 alone produces a current noise S1/|Zt|². The power it dissipates in element 2, per unit frequency, is

p(1→2) = Re Z2 S1/|Zt|² = τ hf(n1 + 1/2),

τ = 4 Re Z1 Re Z2/|Zt|².

Source 2 needs a little more care, because part of its power returns to element 2 itself. It supplies Re Zt S2/|Zt|². Since X is lossless, Re Zt = Re Z1 + Re Z2. The part Re Z2 S2/|Zt|² is dissipated where it came from and changes nothing in the energy balance of element 2. What leaves is

p(2→1) = Re Z1 S2/|Zt|² = τ hf(n2 + 1/2).

The transmission τ is the same, because exchanging the labels 1 and 2 leaves it unchanged. Independent sources have no cross term, so the net heat into element 2 per unit frequency is

p = τ hf[(n1 + 1/2) − (n2 + 1/2)] = τ hf(n1 − n2).

The total is

P = ∫_0^∞ τ hf(n1 − n2) df.

The hot resistor does heat the cold one, through the difference of the occupations. At equal temperatures, zero included, the integrand vanishes at each frequency.

The order of operations matters. For constant τ, the zero-point part of one direction up to a cutoff F is

τ ∫_0^F (hf/2) df = τ hF²/4,

which grows without bound. Subtracting two separately infinite integrals has no meaning; subtracting the integrands does. Nor may the conventions be mixed: using n + 1/2 for one resistor and n for the other leaves a false heat τ hf/2 at each frequency.

The cancellation does not require equal resistances. If a resistance depends on its own temperature, its actual value enters τ, which still multiplies both directions. The derivation does not cover nonlinear elements or a link modulated in time. There, different frequencies can be coupled and an external drive can do work, so the energy balance must be set up anew.

**The same result by counting quanta**

The symmetrized noise hides a distinction between giving and taking. For an oscillator, the squared matrix element for losing a quantum is N, with thermal mean n. For gaining one it is N + 1, with mean n + 1. Their average is

[n + (n + 1)]/2 = n + 1/2.

The half thus comes from averaging two processes of different physical meaning. At zero temperature the ability to emit is 0, the ability to absorb is 1, and the symmetrized noise reports 1/2.

To lowest order in a weak coupling, a quantum passes from 1 to 2 with weight n1(n2 + 1) and back with weight n2(n1 + 1). The difference is

n1 n2 + n1 − n1 n2 − n2 = n1 − n2.

A resistor at zero temperature has n = 0 and gives nothing. In this description no zero-point heat appears even in one direction. The two accounts divide the exchange differently and agree on the net flow, which is what changes the energy of a resistor.

**Two limits**

First let τ be constant. For one temperature, put x = hf/kT:

∫_0^∞ hf n df = [(kT)²/h] ∫_0^∞ x/(exp x − 1) dx.

Expand 1/(exp x − 1) = Σ exp(−mx), with m = 1, 2, …. Since ∫_0^∞ x exp(−mx) dx = 1/m², the integral is Σ 1/m² = π²/6. Hence

P = τ π²k²(T1² − T2²)/(6h).

For a small temperature difference around T, T1² − T2² ≈ 2T(T1 − T2), and the thermal conductance is τ π²k²T/(3h). With τ = 1 this is the quantum of thermal conductance.

The second limit is a band where hf is much smaller than kT1 and kT2. From x/(exp x − 1) = 1 − x/2 + x²/12 + …,

hf n = kT − hf/2 + (hf)²/(12kT) + ….

The term −hf/2 is the same for both resistors and drops out of the difference:

p ≈ τ{k(T1 − T2) − [(hf)²/(12k)](1/T2 − 1/T1)}.

The leading term is the classical result. The first quantum correction lowers the flow: the term (hf)²/(12kT) is larger for the colder resistor, so it adds more to the power sent back than to the power sent forward.

**Letting the zero-point motion run**

The loop formula can be compared with a calculation that never assumes it. Build each resistor as a ladder of inductors L in series and capacitors C to ground. Removing one cell from an endless ladder leaves the same ladder, so

Z = 1/[iωC + 1/(iωL + Z)].

Use units in which ħ = k = 1 and, for the left ladder, L = C = 1. Clearing the fractions gives iωZ² − ω²Z + Z = iω + Z. Cancelling Z and dividing by iω leaves

Z² + iωZ − 1 = 0, so Z = √(1 − ω²/4) − iω/2

for frequencies below the cutoff ω = 2. The right ladder has L = 2 and C = 1/2, which doubles the impedance. The link is an inductance of 3.

Each ladder has 300 cells. Initially the two are separate and thermal, with both ends of each tied to ground through inductors. They are then joined by the link, and the quantum equations of motion are solved through the normal modes of the joined circuit. The heat flow is the mean product of link current and voltage at the right terminal, averaged from time 200 to 500. A wave leaving the junction needs at least about 600 to travel to a far end and back, so in this window the ladders still act as resistors.

Because the motion is linear, the flow splits into a part due to the initial fluctuations of the left ladder and a part due to those of the right. With both ladders at zero temperature:

one-way formula, ∫_0^2 τ(ω/2) dω/2π: 0.070736
part from the left: +0.070735
part from the right: −0.070735
sum: about 6 × 10⁻⁹

The one-way zero-point terms are present with the size the loop formula gives, and they cancel.

With temperatures 0.40 on the left and 0.15 on the right, the evolved flow is 0.02658 and the Bose formula gives 0.02676. The evolved value is 0.7% below the formula. The finite ladder explains the size of this gap. Its low mode frequencies are near δ, 2δ, 3δ, …, with δ ≈ π/300, and there is no mode at zero. For a smooth integrand g(ω), such a sum is smaller than the integral by about δg(0)/2. Here g = τω(n1 − n2)/2π. As ω → 0, ωn → T and τ → 4 × 1 × 2/3² = 8/9, so the estimated deficit is

(π/300)(1/2)(8/9)(0.40 − 0.15)/(2π) ≈ 0.00019,

against a difference of 0.00018. As the estimate requires, the gap scales with δ: it is 0.00036 for 150 cells and 0.00009 for 600. The zero-point integrand vanishes at ω = 0, so this leading error is absent from the zero-temperature comparison. What remains there is a much smaller finite-length residue: the sum of the two parts is 5 × 10⁻⁸ for 150 cells and 8 × 10⁻¹⁰ for 600.

**A circuit on a chip**

Take thin-film resistors of 300 Ω at 120 mK and 150 Ω at 60 mK, joined by aluminium lines with a total inductance of 0.1 nH. At low frequency

τ = 4 × 300 × 150/450² = 0.889.

The thermal frequency kT1/h is 2.50 GHz. There the occupations are 0.582 and 0.157, so the zero-point half is comparable with the hot occupation and larger than the cold one. It cannot be dismissed as small; it has to cancel. With T1² − T2² = 0.0144 − 0.0036 = 0.0108 K², the constant-τ formula gives

P = 0.889 × π²k²/(6h) × 0.0108 K² = 4.543 fW.

Numerical integration with the inductance included changes this by −0.006%.

For the symmetrized one-way powers, integration up to three cutoffs gives:

10 GHz: 20.4 fW to the cold side, 16.2 fW back, net 4.205 fW
30 GHz: 138.5 fW to the cold side, 133.9 fW back, net 4.542 fW
96.7 GHz: 1371.1 fW to the cold side, 1366.5 fW back, net 4.543 fW

The last cutoff is 2Δ/h for a rough aluminium gap Δ = 0.20 meV. Above it, photons can break pairs and the lines are no longer lossless. The one-way numbers follow the cutoff. The net flow is still 7% short at 10 GHz, four times kT1/h, but has settled to within 0.01% at 30 GHz.

Suppose the cold resistor is attached to a normal-metal pad cooled by phonons at 60 mK. A common model for the heat passed from electrons at T to phonons at T0 is ΣV(T⁵ − T0⁵), where V is the metal volume and Σ is roughly 2 × 10⁹ W/(m³K⁵). Allow the true load to warm the pad by 3 mK:

V = 4.543 fW/{Σ[(0.063 K)⁵ − (0.060 K)⁵]} = 10.6 μm³.

The load is held at its 60 mK value in this sizing, and the resistor is taken to be at the temperature of the pad; for the true load, conduction along 150 Ω to a pad at one end adds only about 0.2 mK. Now treat the one-way 1371 fW as heat delivered to the same pad:

T = [1371 fW/(ΣV) + (0.060 K)⁵]^(1/5) = 146 mK.

The cold resistor would end hotter than the 120 mK resistor said to be heating it, with phonons at 60 mK and no work done. That contradicts the second law. The figure of 146 mK depends on the cutoff (30 GHz would give 94 mK), as a temperature set by a real heat flow in this circuit should not.

**What a real device adds**

These resistances, temperatures and line dimensions are rough values chosen for illustration, not data from a particular device. For lines 30 μm long and a wave speed of 10⁸ m/s, the phase at the thermal frequency is 0.005 rad, so treating them as lumped is reasonable for the net heat. At 96.7 GHz the phase is 0.18 rad, and the one-way 1371 fW moves by about 1% when the lines are treated as distributed or the stray capacitance below is included. A stray capacitance of 3 fF across each resistor changes the net heat by −0.003%. Quasiparticles in the lines also carry heat. Taking 30 Ω for the normal-state resistance of each line, the Wiedemann-Franz law and the standard reduction of electronic heat conduction by the gap give about 0.001 fW for both lines with Δ = 0.20 meV. The value is exponentially sensitive to Δ/kT1: it is 0.007 fW for Δ = 0.18 meV and 0.018 fW for 0.17 meV, still small against 4.5 fW. This estimate assumes quasiparticles in thermal equilibrium and the full gap along each line; excess quasiparticles, or a gap weakened near the normal-metal contacts, would increase it.

Of the additional heat paths estimated here, the leak to phonons is the largest. A hot resistor of 0.025 μm³ loses about 1.2 fW to phonons at 60 mK, roughly a quarter of the photon heat. At fixed resistor temperatures this leak does not alter the 4.5 fW exchanged through the circuit, but the heater must supply both, about 5.7 fW. An error in Σ changes that leak in proportion. The temperatures matter as much: with the hot resistor at 132 mK instead of 120 mK, the photon heat is 28% larger. These are the corrections to put in the thermal budget; the zero-point half does not belong there as a heat load.
